# Why a Mean Squared Cosine of One Third Fixes No Tilt

Suppose that polarized absorption from a layer of precursor molecules gives a mean squared cosine of the tilt equal to one third. If this is reported as a common tilt of 54.7°, every estimate built on that geometry inherits the assumption. For the model molecule used below, the coverage scale comes out as 1.96 nm⁻². A layer with one third of its molecules upright and the rest flat gives the same absorption per molecule, but its coverage scale is 2.70 nm⁻², which is 38% higher. The size of this gap depends strongly on molecular shape and can be far smaller for a real molecule. The measurement is sound in both cases; the error lies in turning an average into an angle shared by all molecules.

## The belief and its appeal

Let the unit vector $u$ be the molecular axis, $\theta$ its angle from the surface normal $z$, and

$$c=\langle\cos^2\theta\rangle,$$

where the average counts molecules. The belief is that $c=1/3$ means $\theta=\arccos(1/\sqrt3)=54.7^\circ$ for each molecule.

It tempts because it is right under one extra premise. If all molecules do share a tilt, then $c=\cos^2\theta$, and this has one solution between 0 and 90°. The data can also make the angle look precise.

To see how, consider one-photon electric-dipole absorption with the transition moment along $u$. For a field direction $e$ the absorption per molecule is proportional to $(e\cdot u)^2$. Write

$$u=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta),$$

and assume that at each tilt the azimuths $\phi$ are random, or spread equally over domains related by an $n$-fold rotation with $n\ge3$. Then $\cos\phi$, $\sin\phi$ and $\sin\phi\cos\phi$ average to zero, while $\cos^2\phi$ and $\sin^2\phi$ average to $1/2$. Expanding the square leaves

$$\langle(e\cdot u)^2\rangle=\frac{1-c}{2}(e_x^2+e_y^2)+c\,e_z^2, \tag{1}$$

because $\langle\sin^2\theta\rangle=1-c$.

Let the beam make a grazing angle $\alpha$ with the surface, and let a fraction $P$ of its intensity be polarized in the plane of incidence. That part has $e_z^2=\cos^2\alpha$ and $e_x^2=\sin^2\alpha$; the remainder lies in the surface plane. Hence

$$\begin{aligned}
A(\alpha)&=P\left[c\cos^2\alpha+\frac{1-c}{2}\sin^2\alpha\right]+(1-P)\frac{1-c}{2}\\
&=\frac{1-c}{2}+P\cos^2\alpha\,\frac{3c-1}{2},
\end{aligned}$$

where $\sin^2\alpha=1-\cos^2\alpha$ was used. At normal incidence $A=(1-c)/2$. With signals normalized to equal incident intensity and equal numbers of molecules, the ratio is, for $c<1$,

$$R=1+P\cos^2\alpha\,\frac{3c-1}{1-c}. \tag{2}$$

Setting $s=(R-1)/(P\cos^2\alpha)$ gives $s(1-c)=3c-1$, so $s+1=c(s+3)$ and

$$c=\frac{s+1}{s+3}. \tag{3}$$

Take $\alpha=20^\circ$ and $P=0.90$, so that $P\cos^2\alpha=0.795$. An error of 5% in a ratio near one gives $s=\pm0.063$. Equation (3) then places $c$ between 0.319 and 0.347, and the apparent tilt between 55.6° and 53.9°. An uncertainty below one degree looks like strong evidence for a well-defined geometry. It is the uncertainty of an average, and it contains no information about the spread of tilts.

## Three layers, one absorption

At $c=1/3$ both coefficients in equation (1) equal $1/3$. Since $e$ has unit length, the absorption is $1/3$ for every polarization, and $R=1$. Changing the beam angle or improving the polarization cannot help. Any azimuthally averaged layer with $c=1/3$ behaves in this way, and at least three quite different layers qualify.

**Common tilt.** Every molecule has $\cos^2\theta=1/3$.

**Isotropic axes.** Equal solid angles hold equal numbers of molecules. On the upper hemisphere the fraction between $\theta$ and $\theta+d\theta$ is $\sin\theta\,d\theta$. With $x=\cos\theta$,

$$c=\int_0^{\pi/2}\cos^2\theta\sin\theta\,d\theta=\int_0^1x^2\,dx=\frac13.$$

Including the lower hemisphere changes nothing, since $\cos^2\theta$ is the same for $u$ and $-u$.

**Upright-flat mixture.** A fraction $w$ has $\theta=0$ and the rest has $\theta=90^\circ$. Then $c=w\cdot1+(1-w)\cdot0=w$, so one third upright suffices.

The last case is one of a continuous family. For two tilts with squared cosines $c_1>1/3>c_2$, the condition $wc_1+(1-w)c_2=1/3$ gives

$$w=\frac{1/3-c_2}{c_1-c_2},$$

which lies between 0 and 1. For 30° and 70°, $c_1=0.750$ and $c_2=0.117$, so 34.2% of the molecules at 30° and the rest at 70° also give $R=1$. No molecule in that layer is tilted by 54.7°.

Nor is 54.7° the mean tilt in general. For the isotropic hemisphere the mean is $\int_0^{\pi/2}\theta\sin\theta\,d\theta=[\sin\theta-\theta\cos\theta]_0^{\pi/2}=1$ rad, or 57.3°, with a standard deviation of 21.6°. For the upright-flat mixture the mean is $\frac23\times90^\circ=60^\circ$, with a standard deviation of 42.4°.

## What would establish a common tilt

The missing information is the spread of $\cos^2\theta$. Define $q=\langle\cos^4\theta\rangle$. Two identities bound it:

$$q-c^2=\langle(\cos^2\theta-c)^2\rangle\ge0,\qquad c-q=\langle\cos^2\theta\sin^2\theta\rangle\ge0.$$

Therefore $c^2\le q\le c$. The lower limit is reached only if all molecules have the same $\cos^2\theta$, that is, a common tilt up to reversal of the axis. The upper limit is reached only if each molecule is upright or flat. At $c=1/3$ the range is $1/9$ to $1/3$, with the common tilt at one end and the upright-flat mixture at the other. Isotropic axes give $q=\int_0^1x^4dx=1/5$.

The value $1/5$ does not in turn prove isotropy. Put 60% of the molecules in the common tilt and 40% in the upright-flat mixture: then $c=1/3$ and $q=0.6/9+0.4/3=1/5$. Two moments exclude more distributions than one, but they fix the distribution only at the limits.

A signal of fourth order in the field can supply $q$. An example is two-photon absorption whose transition tensor has one dominant element, along $u$. The amplitude is then proportional to $(e\cdot u)^2$ and the rate to $(e\cdot u)^4$. A local field along the normal gives $q$. A field of the same strength in the surface plane gives $\langle\sin^4\theta\rangle\langle\cos^4\phi\rangle$. For random azimuths $\langle\cos^4\phi\rangle=3/8$, and $\sin^4\theta=(1-\cos^2\theta)^2$, so the ratio is

$$F=\frac{q}{\frac38(1-2c+q)}. \tag{4}$$

At $c=1/3$ this is $2/3$ for the common tilt, 1 for isotropic axes and $4/3$ for the upright-flat mixture. Fourfold domains do not suffice here, because $\cos^4\phi$ contains a term in $\cos4\phi$ that they leave unaveraged.

Azimuthal order changes the one-photon argument too. Let every tilted axis lean toward $+x$, and let the flat axes of the mixture lie along $x$. With $M_{ij}=\langle u_iu_j\rangle$, both layers have $M_{xx}=2/3$, $M_{yy}=0$ and $M_{zz}=1/3$. Rotating the sample at normal incidence reveals the alignment but does not tell the two apart. The common tilt, however, has $M_{xz}=\sqrt{2/3}\sqrt{1/3}=0.471$, while the mixture has zero. For light fully polarized in the $xz$ plane,

$$A=M_{xx}\sin^2\alpha+M_{zz}\cos^2\alpha\pm2M_{xz}\sin\alpha\cos\alpha,$$

where the sign reverses when the sample is turned by 180° about its normal. A change of signal on that turn excludes this mixture. If equal numbers lean toward $+x$ and $-x$, $M_{xz}$ cancels and one-photon absorption no longer separates the two layers.

## The consequence for coverage

Model the molecule as a cylinder of diameter $d=0.65$ nm and length $h=0.60$ nm, with its axis along $u$. Seen along the normal, an end face is an ellipse of area $(\pi d^2/4)|\cos\theta|$. The two end faces are displaced by $h\sin\theta$, perpendicular to the ellipse's full width $d$. Sweeping the ellipse through that distance adds $dh\sin\theta$, so the shadow is

$$S(\theta)=\frac{\pi d^2}{4}|\cos\theta|+dh\sin\theta .$$

Here $\pi d^2/4=0.332$ nm² and $dh=0.390$ nm². The mean shadows are

- common tilt: $0.332\times0.577+0.390\times0.816=0.510$ nm²;
- isotropic, with $\langle\cos\theta\rangle=1/2$ and $\langle\sin\theta\rangle=\pi/4$: $0.472$ nm²;
- upright-flat: $0.332/3+0.390\times2/3=0.371$ nm².

Their inverses are 1.96, 2.12 and 2.70 nm⁻². They are scales for layers whose shadows do not overlap, compared at fixed molecular size. They are not strict packing limits: gaps lower the coverage, and tilted molecules can nest and raise it. The 38% is thus a difference between mean shadows; between densely packed layers it can be much smaller. The orientation average is not sufficient even for this simple estimate, because the shadow depends on $\langle|\cos\theta|\rangle$ and $\langle\sin\theta\rangle$, not on $c$.

## A real precursor and the neglected effects

These dimensions are rough values in the regime of cyclopentadienylindium, a precursor for indium oxide, adsorbed intact on an oxide. The cylinder only encloses that molecule, which is a thin ring capped by one atom. A union of van der Waals spheres gives mean shadows of about 0.28 nm² for both the common tilt and the upright-flat mixture, differing by only 2 to 3%, so the 38% belongs to the cylinder and not to this precursor. Its axis is the ring normal, so an upright molecule has its ring parallel to the surface. The carbon 1s to π* transition has its moment very nearly along this axis, because the π* orbital is built from carbon p orbitals perpendicular to the ring. A real layer may also contain reacted fragments, and its coverage may be set by reactive sites; the cylinder model includes neither.

Reflection at the oxide alters the local field. Take a rough refractive index $n=0.997$, neglect absorption in the oxide, and let $\kappa=\sqrt{n^2-\cos^2\alpha}$. Continuity of the tangential fields requires $\sin\alpha(1-r_p)=(1+r_p)\kappa/n^2$ for in-plane polarization and $\sin\alpha(1-r_s)=\kappa(1+r_s)$ for the other. At 20° these give $r_p=0.0101$ and $r_s=0.0131$. When $c=1/3$ the absorption follows the local intensity alone, so

$$R=\frac{P[\cos^2\alpha(1+r_p)^2+\sin^2\alpha(1-r_p)^2]+(1-P)(1+r_s)^2}{[2/(1+n)]^2}=1.014 .$$

The denominator is the local intensity at normal incidence. Read through equation (3), this gives $c=0.337$ and an apparent tilt of 54.5°. The shift is the same for all three layers and does not separate them. Its size depends on the assumed index: for $n$ between 0.995 and 0.992, with some absorption in the oxide, it grows from 0.2° to between 0.4° and 0.8°.

Thermal motion blurs the fourth-order contrast, and if it is anisotropic it also moves the common central tilt that fits $c=1/3$. Let each axis librate harmonically within one fixed vertical plane, with $\theta$ a signed angle in that plane and an assumed stiffness of 0.40 eV/rad². This is a simplification: a free upright molecule can tilt in two independent directions, which would double its mean squared tilt at small angles. With equal stiffness in both directions about the central axis, $c-1/3$ is only multiplied by a constant factor, so the central tilt stays at 54.7° and $w$ at $1/3$. The shifts of $\theta_0$ and $w$ found below belong to the planar model; libration perpendicular to that plane alone would move $\theta_0$ the other way, to 53.4°. At 300 K, $kT=25.85$ meV, so the variance is $\sigma^2=0.02585/0.40=0.0646$ rad² and the rms angle is 14.6°. With a rough moment of inertia of 2.3 u nm², the libration quantum is 2.70 meV, and quantum mechanics changes the variance by only 0.09%.

For a Gaussian displacement, the average of $\cos2\theta$ is its value at the central angle multiplied by $D=e^{-2\sigma^2}=0.879$, and for $\cos4\theta$ the factor is $e^{-8\sigma^2}=0.596$. Since $c=\frac12(1+\langle\cos2\theta\rangle)$, keeping $c=1/3$ requires $\langle\cos2\theta\rangle=-1/3$. A common central tilt $\theta_0$ must satisfy $D\cos2\theta_0=-1/3$, so $\theta_0=56.1^\circ$. In the mixture $(2w-1)D=-1/3$, so $w=0.310$. Then

$$q=\left\langle\frac38+\frac12\cos2\theta+\frac18\cos4\theta\right\rangle=\frac5{24}+\frac18\langle\cos4\theta\rangle ,$$

which is 0.155 for the common central tilt and 0.283 for the mixture. Equation (4) gives $F=0.847$ and $1.224$, in place of 0.667 and 1.333. For comparison, take a layer whose instantaneous axes, motion included, are isotropic; it has $F=1$. (Adding this planar libration to isotropic central axes would instead raise $c$ above $1/3$.) The order of the three layers then survives, but libration removes about half of the contrast between a common tilt and isotropy. Equal libration in both directions gives nearly the same picture, with $F=0.84$ and $1.19$. The one-photon result remains $R=1$ because $c=1/3$ was kept in each case.

The defensible report of such a measurement is therefore $\langle\cos^2\theta\rangle=1/3$ within its error. The phrase "tilt of 54.7°" needs separate evidence that the spread is small. The numerical output below lists the values for each layer; the variance shown there as −0.0000 is zero after rounding.

## Values computed for the example and the checks

```
Grazing angle: 20.0 deg
In-plane polarized fraction P: 0.90
Cylinder diameter: 0.65 nm
Cylinder length: 0.60 nm
Common tilt for c=1/3: 54.74 deg
[common] c=0.3333, q=0.1111, R=1.0000 (no unit)
[common] variance of cos^2: -0.0000 (no unit)
[common] fourth-order normal/in-plane: 0.6667
[common] tilt mean 54.7 deg, standard deviation 0.0 deg
[common] mean shadow: 0.510 nm^2
[common] coverage scale: 1.96 nm^-2
[isotropic] c=0.3333, q=0.2000, R=1.0000 (no unit)
[isotropic] variance of cos^2: 0.0889 (no unit)
[isotropic] fourth-order normal/in-plane: 1.0000
[isotropic] tilt mean 57.3 deg, standard deviation 21.6 deg
[isotropic] mean shadow: 0.472 nm^2
[isotropic] coverage scale: 2.12 nm^-2
[upright-flat] c=0.3333, q=0.3333, R=1.0000 (no unit)
[upright-flat] variance of cos^2: 0.2222 (no unit)
[upright-flat] fourth-order normal/in-plane: 1.3333
[upright-flat] tilt mean 60.0 deg, standard deviation 42.4 deg
[upright-flat] mean shadow: 0.371 nm^2
[upright-flat] coverage scale: 2.70 nm^-2
Upright-flat coverage excess over common: 38 %
Fraction at 30 deg, rest at 70 deg: 0.3418
R of that 30/70 deg mixture: 1.0000
Range of q at c=1/3: 0.1111 to 0.3333
R=0.95: c=0.3191, apparent tilt 55.61 deg
R=1.05: c=0.3470, apparent tilt 53.91 deg
Aligned common: Mxx=0.667, Myy=0.000, Mzz=0.333, Mxz=0.471
Aligned upright-flat: Mxx=0.667, Myy=0.000, Mzz=0.333, Mxz=0.000
Oxide index decrement: 0.0030
With reflection: R=1.0137, apparent c=0.3371
With reflection, apparent tilt: 54.50 deg
Temperature: 300 K; kT: 25.85 meV
Libration stiffness: 0.40 eV/rad^2
Libration rms angle: 14.6 deg
Central tilt readjusted for libration: 56.15 deg
Upright fraction readjusted for libration: 0.3103
Librating common, fourth-order ratio: 0.847
Librating upright-flat, fourth-order ratio: 1.224
Moment of inertia: 2.3 u nm^2
Libration quantum: 2.70 meV
Quantum change of libration variance: 0.09 %
```
